# Why ion mixing gives an abrupt dopant layer an exponential tail

An epitaxial silicon film contains a layer of arsenic 1 nm thick with sharp edges. An ion beam erodes the film, and a mass spectrometer records the arsenic leaving the surface. The recorded profile rises steeply, but behind the layer it falls slowly, as a straight line on a logarithmic plot. Arsenic is still detected when the surface has passed many nanometres beyond the place where the layer ended. Is this tail a property of the film or of the measurement, and what fixes its slope?

## The mixing zone and its balance

Each ion that removes atoms from the surface also relocates atoms below it. In the simplest description, a zone of fixed thickness \(w\) below the surface is kept uniformly mixed and moves inward with the surface. Let \(z\) be the eroded depth, positive inward and measured from the original surface. The zone then extends from \(z\) to \(z+w\).

The model assumes that the dopant is dilute, erosion is steady, the surface is flat and no atom is relocated below the zone. The dopant is sputtered with the same probability as the host, and the signal is proportional to its surface concentration \(c(z)\). The zone is fully established before it reaches the layer.

Because the zone is uniform, it holds \(wc\) dopant atoms per unit area. When the surface recedes by \(dz\), the zone loses \(c\,dz\) at the top and gains \(c_{\rm true}(z+w)\,dz\) at the bottom, where \(c_{\rm true}\) is the original profile. Hence

\[
w\frac{dc}{dz}=c_{\rm true}(z+w)-c(z). \tag{1}
\]

Let the layer have concentration \(c_0\) between depths \(a\) and \(b\), thickness \(d=b-a\) and areal density \(N_0=c_0d\). Nothing enters until the bottom of the zone reaches \(a\), at \(z=a-w\). From there to \(z=b-w\), the incoming concentration is \(c_0\). Multiplying (1) by \(e^{z/w}/w\) makes the terms in \(c\) a total derivative:

\[
\frac{d}{dz}\left(c\,e^{z/w}\right)=\frac{c_0}{w}e^{z/w}.
\]

Integration from \(a-w\), where \(c=0\), gives \(c\,e^{z/w}=c_0\left(e^{z/w}-e^{(a-w)/w}\right)\), so that

\[
c(z)=c_0\left[1-e^{-(z-a+w)/w}\right],\qquad a-w<z<b-w. \tag{2}
\]

At \(z=b-w\) the exponent is \(-d/w\), and the signal has its maximum, \(c_{\rm max}=c_0(1-e^{-d/w})\). Afterwards only clean silicon enters, (1) becomes \(dc/dz=-c/w\), and

\[
c(z)=c_{\rm max}\,e^{-(z-b+w)/w},\qquad z>b-w. \tag{3}
\]

The tail length is the thickness of the mixing zone. The signal falls by a factor of ten in \(w\ln10\). The layer thickness affects the height of the tail but not its slope.

## Why the mixing must be repeated

The tail might suggest that the beam drives dopant atoms inward on balance. In this model it does not. Mixing is a two-way shuffle, and its effect on the tail comes from the loss of memory.

Follow one atom from an original depth \(z_0\). It enters the bottom of the zone when the surface is at \(z_0-w\). Suppose that it is shuffled once, immediately, and then left alone. Its new depth is equally likely to lie anywhere between \(z_0-w\) and \(z_0\), and it is removed when the surface arrives there. A thin layer would then give a box of width \(w\) with a sharp end at \(z_0\), without an exponential tail.

Now let the shuffling continue, fast compared with the erosion of one zone thickness. However long the atom has survived, its position is again uniformly distributed over the zone. The chance that it lies in the next slice to be removed is always \(dz/w\). If \(S(t)\) is the probability of surviving an erosion \(t\) after entry, then

\[
\frac{dS}{dt}=-\frac{S}{w},\qquad S(0)=1,\qquad S(t)=e^{-t/w}. \tag{4}
\]

The exponential therefore expresses a constant removal probability per eroded depth.

This was tested with \(10^5\) random atom histories in each of several cases. With 200 shuffles on average per eroded \(w\), a share 0.136 of the atoms survived an erosion of \(2w\), against \(e^{-2}=0.135\). Those survivors needed a further \(0.998w\) on average, close to the mean \(w\) of a fresh atom. When each atom was allowed one shuffle, none survived beyond \(2w\).

## The centroid stays at the true depth

The maximum lies at \(b-w\), so it is displaced towards the surface if \(w>d/2\), while the tail extends inward. These two distortions balance in the mean depth. To see this, multiply (1) by \(z\) and integrate over the whole profile. On the left, integration by parts gives

\[
w\int z\frac{dc}{dz}\,dz=-w\int c\,dz=-wN_0,
\]

because the signal vanishes at both ends and every dopant atom is eventually removed. On the right, the substitution \(y=z+w\) turns the first term into \(\int(y-w)c_{\rm true}(y)\,dy=N_0(\bar z_{\rm true}-w)\), where \(\bar z_{\rm true}\) is the mean depth of the layer. The second term is \(-N_0\bar z\), where \(\bar z\) is the centroid of the signal. Thus

\[
-w=\bar z_{\rm true}-w-\bar z
\quad\Longrightarrow\quad \bar z=\bar z_{\rm true}. \tag{5}
\]

The result does not need complete mixing. Imagine a solid marked uniformly at concentration \(c_0\), and let the mixing keep a uniform density uniform. In the steady state the zone contains \(c_0w\) marked atoms per unit area. The same content can be counted by time of entry: atoms that entered during an interval \(dt\), an erosion \(t\) ago, contribute \(c_0S(t)\,dt\). Therefore

\[
c_0w=c_0\int_0^\infty S(t)\,dt=c_0\langle t\rangle,
\qquad \langle t\rangle=w. \tag{6}
\]

The last integral is the mean erosion from entry to removal, because \(-dS/dt\) is the distribution of \(t\) and integration by parts turns \(\int t(-dS/dt)\,dt\) into \(\int S\,dt\). The atom enters with the surface at \(z_0-w\) and leaves, on average, with the surface at \(z_0\).

The random histories gave mean erosions of \(1.002w\) for 200 shuffles per \(w\) and \(1.001w\) for only 2. With a single shuffle per atom the mean was \(0.507w\), about half a zone too early. Moving every atom only once, on entry, does not keep a uniform density uniform: in a uniformly marked solid the concentration would fall linearly from \(c_0\) at the surface to zero at the bottom of the zone. The condition behind (6) is then broken, and the zone holds only \(c_0w/2\). The comparison shows what repetition does. In the limit of fast mixing, the first shuffle takes an atom outward by \(w/2\) on average, from the bottom of the zone to its middle. The later shuffles return this \(w/2\), since the surface has meanwhile approached the survivors. There is inward relocation, but no net inward displacement over an atom's whole history.

## An arsenic layer in silicon

Take \(a=49.5\) nm, \(b=50.5\) nm and \(N_0=1.0\times10^{13}\ {\rm cm^{-2}}\). Since \(d=1\) nm \(=10^{-7}\) cm, the layer concentration is \(c_0=1.0\times10^{20}\ {\rm cm^{-3}}\). The zone thickness is set to \(w=2.5\) nm. The maximum is

\[
c_{\rm max}=10^{20}\left(1-e^{-1/2.5}\right)
=3.3\times10^{19}\ {\rm cm^{-3}},
\]

one third of the true concentration. It appears at \(50.5-2.5=48.0\) nm, 2 nm above the layer centre. The dopant fraction there is \(7\times10^{-4}\) of the host density, so the dilute assumption holds.

How much arsenic is recorded after the surface has passed the true end of the layer? At \(z=b\), (3) gives \(c=c_{\rm max}/e\). The area under the remaining exponential is \(w\) times this value, and division by \(N_0=c_0d\) gives

\[
\frac{w}{d}\,\frac{1-e^{-d/w}}{e}
=2.5\times0.330\times0.368=0.30. \tag{7}
\]

Three tenths of the dopant thus appear beyond the true end of the layer, although the centroid is correct. For \(d\ll w\), the bracket \(1-e^{-d/w}\) approaches \(d/w\), and the share approaches \(1/e\).

With a detection floor of \(10^{16}\ {\rm cm^{-3}}\), the tail disappears at

\[
z_{\rm floor}=b-w+w\ln\frac{c_{\rm max}}{c_{\rm floor}}
=48.0+2.5\ln(3297)=68\ {\rm nm}.
\]

An abrupt layer ending at 50.5 nm is therefore visible for almost 18 nm more, at 5.8 nm per decade.

A separate calculation eroded the film in slices of 0.01 nm and averaged the zone at each step. It gave a maximum at 48.01 nm, a tail length of 2.495 nm and a centroid at 50.00 nm. The largest deviation from (2) and (3) was 0.6% of the maximum, as expected from the finite slices.

## When mixing is incomplete

Relocations in a collision cascade are short steps, and an atom may reach the surface before it has sampled the whole zone. Let \(x\) be the depth below the moving surface and \(p(x,z)\) the dopant concentration there. Short random steps act as diffusion, with a diffusivity \(D\) per eroded depth, which has the unit of length. Seen from the surface, the solid also moves upward by one unit of length per unit eroded. The upward flux is \(p+D\,\partial p/\partial x\), and conservation gives

\[
\frac{\partial p}{\partial z}
=\frac{\partial}{\partial x}\left(D\frac{\partial p}{\partial x}+p\right). \tag{8}
\]

At the surface, atoms leave by erosion alone, so \(\partial p/\partial x=0\) at \(x=0\). Once the layer has passed into the zone, nothing enters from below, so \(p+D\,\partial p/\partial x=0\) at \(x=w\).

For constant \(D\), the final slope belongs to the slowest mode \(p=f(x)e^{-z/\lambda}\), with \(Df''+f'+f/\lambda=0\). Writing \(f=e^{-x/2D}g\) removes the first derivative:

\[
Dg''+\left(\frac1\lambda-\frac1{4D}\right)g=0.
\]

Define \(\delta=D/w\), \(q=1/(2\delta)\) and \(g''=-(\theta/w)^2g\). Then

\[
\frac{w}{\lambda}=\frac{1}{4\delta}+\delta\theta^2=\delta(q^2+\theta^2). \tag{9}
\]

The surface condition becomes \(wg'(0)=qg(0)\), hence \(g=\cos(\theta x/w)+(q/\theta)\sin(\theta x/w)\). The lower condition becomes \(g/2+Dg'=0\), or \(qg+wg'=0\) after multiplication by \(2q=w/D\). Inserting \(g\) at \(x=w\) and multiplying by \(\theta\) gives

\[
2q\theta\cos\theta=(\theta^2-q^2)\sin\theta. \tag{10}
\]

The smallest positive root gives the tail. An imaginary \(\theta\) would give a slower decay, but it makes every term of \(qg+wg'\) positive, so no such root exists.

For strong mixing, \(q\) and \(\theta\) are small. Dividing (10) by \(\theta\cos\theta\) and using \(\tan\theta/\theta\approx1+\theta^2/3\) gives \(2q\approx(\theta^2-q^2)(1+\theta^2/3)\). To second order in \(q\), this yields \(\theta^2=2q-q^2/3\). Substitution in (9), with \(\delta=1/(2q)\), gives

\[
\frac{w}{\lambda}\approx1+\frac q3=1+\frac1{6\delta}. \tag{11}
\]

Incomplete mixing shortens the tail at fixed \(w\). In the opposite limit, \(\delta\ll1\), the root approaches \(\pi\) and \(\delta q^2=1/(4\delta)\) dominates (9). Then \(\lambda\to4D\), and the final slope no longer measures the zone thickness. In this limit the modes lie close together and the final slope is approached only far down the tail. For a thin layer with \(\delta=0.01\), the local decay length is still 1.7 times \(4D\) two decades below the maximum and 1.4 times \(4D\) four decades below it, so the recorded tail is curved on a logarithmic plot.

The size of \(D\) follows from a count. Eroding \(dz\) removes \(n\,dz\) host atoms per unit area, with \(n\) the host density. This takes \(n\,dz/Y\) ions if each sputters \(Y\) atoms. If each ion relocates \(N_d\) atoms among the \(nw\) in the zone, one atom is relocated \(N_d/(Yw)\) times per unit eroded depth. An isotropic step of rms length \(\ell\) adds \(\ell^2/3\) to the variance of the depth, and diffusion adds \(2D\) per eroded depth. Hence

\[
D=\frac{N_d\ell^2}{6Yw}. \tag{12}
\]

For 1 keV ions and a displacement energy \(E_d=15\) eV, the usual cascade estimate is \(N_d=0.8E/(2E_d)=800/30=26.7\) if the whole ion energy is counted. Strictly, \(E\) is the damage energy left after electronic losses, about 0.74 to 0.88 of the ion energy for oxygen, argon and caesium at 1 keV, so within this formula 26.7 is an upper value. With \(Y=2\) and \(\ell=1\) nm, \(D=26.7/(6\times2\times2.5)=0.89\) nm and \(\delta=0.36\). Each atom is relocated about 13 times while one \(w\) is eroded, yet these steps are too short to make the zone uniform. Equation (10) gives \(\lambda=1.66\) nm, one third below the ideal 2.5 nm. With ten times the diffusivity and the same \(w\), \(\lambda=2.39\) nm.

## How the model compares with a real profile

The chosen ion energy, yield and zone thickness are rough typical values for low-energy profiling of silicon, where tail lengths of one to a few nanometres are a reasonable scale. For these numbers complete mixing is a doubtful assumption, and dropping it shortens the tail by a third. With \(\delta=0.36\) the maximum of the arsenic layer moves from 48.0 to about 48.9 nm and the detection floor is reached at 63 nm instead of 68 nm, while the centroid stays at 50.0 nm. Using the damage energy in \(N_d\) would lower \(\lambda\) from 1.66 nm to 1.5–1.6 nm. Steps of 1 nm are also not short against a 2.5 nm zone: treated as discrete jumps with the same rate and rms length, they give 1.44 to 1.60 nm, depending on the step distribution and on how steps that would leave the zone are handled. The estimate is itself uncertain, because \(D\) depends on \(\ell^2\) and on the assumed sputter yield, and the count omits relocations too weak to create a stable defect. The sharp lower edge is also an idealisation. Letting \(D\) fall smoothly around \(x=w\), as \(D/[1+e^{(x-w)/\eta}]\) with \(\eta=0.25\) nm, changes the incomplete-mixing result from 1.66 to 1.74 nm. Rare deep recoils and diffusion enhanced by the beam are not included and could add a slower tail.

Unequal removal matters as well. If a dopant atom is removed with \(s\) times the probability of a host atom, the loss in (1) becomes \(sc\), and the tail length becomes \(w/s\). The mean erosion after entry is also \(w/s\), so the centroid moves by \(w/s-w\). For assumed values \(s=0.8\) and \(1.25\), in a well-mixed zone, the tail lengths are 3.1 and 2.0 nm, and the centroid shifts are \(+0.6\) and \(-0.5\) nm. Here there is a real displacement of the mean, caused by unequal removal.

Constant Gaussian roughness of standard deviation \(\sigma\) averages the tail over shifts \(v\) of the local depth. Far behind the maximum, completing the square gives

\[
\int_{-\infty}^{\infty}e^{-(z-v)/w}
\frac{e^{-v^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dv
=e^{-z/w}\,e^{\sigma^2/2w^2}. \tag{13}
\]

The slope is unchanged. For \(\sigma=0.6\) nm, the tail rises by 3%. Roughness that grows during erosion is outside this result.

Ordinary thermal diffusion of arsenic is negligible here. A rough Arrhenius law with prefactor \(10\ {\rm cm^2/s}\) and barrier 4 eV gives a formal spread of order \(10^{-25}\) nm during 1000 s at 300 K. Such a length means that no thermal hop is expected, and it says nothing about beam-enhanced diffusion.

## What to do with a measured tail

First ask whether the film could have a tail of its own. Suppose the true profile falls inward as \(Ae^{-z/L}\), with \(L\ne w\). Trying \(c=Ke^{-z/L}\) in (1) gives \(K(1-w/L)=Ae^{-w/L}\). The full solution is

\[
c(z)=\frac{Ae^{-w/L}}{1-w/L}\,e^{-z/L}+Be^{-z/w}, \tag{14}
\]

where \(B\) is fixed by the earlier part of the profile. Far behind the layer, the longer of \(L\) and \(w\) determines the slope. A film tail shorter than \(w\) therefore cannot be read from the final slope. A longer one can also be missed: if it is weak, it may lie below the detection floor, and the recorded slope is then that of the mixing.

A useful experiment is to repeat the profile at lower ion energy, with ion species and angle held fixed. If the zone becomes thinner and remains well mixed, a mixing tail shortens, whereas a tail dominated by the film keeps its length. The comparison also needs an unchanged sputtering ratio, because the tail length is \(w/s\). By (13), constant roughness does not alter the slope, but roughness that grows during erosion is not covered by that result.

To locate a thin layer, use the centroid rather than the maximum, after subtracting the background and following the tail far enough down. This is justified when the depth scale is sound, the dopant and host are removed with equal probability, the ion yield is steady, and the mixing would keep a uniform dopant density uniform. Segregation of the dopant towards or away from the surface breaks the last condition. It shifts the centroid and also changes the tail length: in (8) with \(\delta=0.36\), an inward drift at half the erosion speed lengthens the tail from 1.66 to 2.8 nm, more than \(w\), and moves the centroid inward by 1.2 nm. Reading the zone thickness from the slope, and the comparison at lower ion energy, therefore also assume that the dopant does not segregate. Adding the tail length to the position of the maximum does not give the centre: in a well-mixed zone the sum is \((b-w)+w=b\), the lower edge of the layer.

If the zone is known to be well mixed, dopant and host are removed with equal probability, and \(w\) has been measured on an abrupt reference layer under the same beam conditions, (1) can be turned round:

\[
c_{\rm true}(z+w)=c(z)+w\frac{dc}{dz}. \tag{15}
\]

On a pure mixing tail the two terms on the right cancel, as they should. The derivative amplifies noise, so the data must be smoothed over a distance that then limits the recovered sharpness. A tail length from an incompletely mixed zone is an effective parameter, and (15) is then no longer exact. The numerical output below lists the values for the arsenic layer and for each correction.

## Numbers as computed

```
INPUTS (rough typical values)
mixing zone w = 2.50 nm
layer from 49.50 to 50.50 nm, centre 50.00 nm
areal density = 1.00e+13 cm^-2
layer concentration c0 = 1.00e+20 cm^-3
host density = 5.00e+22 cm^-3
detection floor = 1.00e+16 cm^-3
ion energy = 1000 eV
displacement energy = 15 eV
sputter yield = 2.0 atoms per ion
rms relocation step = 1.00 nm
PROFILE
peak concentration, formula = 3.297e+19 cm^-3
peak concentration, slices = 3.302e+19 cm^-3
peak / c0 = 0.3297
peak dopant fraction = 6.59e-04
peak depth, formula = 48.00 nm
peak depth, slices = 48.01 nm
tail length, slices = 2.495 nm
tail per decade, w ln 10 = 5.756 nm
centroid, slices = 50.000 nm
share removed beyond b, formula = 0.3032
share removed beyond b, slices = 0.3031
floor reached, formula = 68.25 nm
floor reached, slices = 68.22 nm
largest profile error / peak = 0.0061
ATOM HISTORIES (erosion from entry to removal, unit w)
mean, 200 shuffles per w = 1.0019
mean, 2 shuffles per w = 1.0008
mean, one shuffle only = 0.5065
mean excess beyond 2 w, 200 per w = 0.9984
share beyond 2 w, 200 per w = 0.1362
share beyond 2 w, one shuffle = 0.0000
exp(-2) = 0.1353
NEGLECTED EFFECTS
atoms relocated per ion = 26.7
relocations per atom per w eroded = 13.3
mixing D = 0.889 nm, delta = 0.356
tail length, incomplete mixing = 1.659 nm
tail length, ten times D = 2.387 nm
soft edge width = 0.25 nm
tail length, incomplete + soft edge = 1.743 nm
s = 0.80: tail 3.124 nm, centroid shift +0.625 nm
s = 1.25: tail 2.000 nm, centroid shift -0.500 nm
roughness = 0.60 nm: tail length 2.500 nm
roughness factor on tail = 1.0292
As diffusion: prefactor 10 cm^2/s, 4.0 eV
erosion rate 0.05 nm/s, time 1000 s
thermal spread at 300 K = 3.6e-25 nm
```
